# TM and TE electric-field transmission from water into resist at NA 1.35

**Question**

I am working through an exercise on immersion lithography. Light arrives through water of index 1.44 at the largest angle allowed by a numerical aperture of 1.35, and enters photoresist of index 1.70. I have to show that the squared TM-to-TE electric-field transmission ratio is about 1.09.

For TE I matched the fields at the surface and had no trouble. For TM I have two attempts, and they disagree. First I worked with the magnetic field, because it has one component in TM, and compared its transmitted fraction with the TE electric one. The squared ratio came out as 1.53. Then I used the electric component along the surface, since that is the continuous one, and got 3.34.

Which field am I supposed to compare, and how does 1.09 come out? Would the ratio of transmitted powers be different again? And if TM really gets into the resist better, is TM the better polarization for printing fine lines?

**Answer**

Compare the length of the whole electric vector in the resist with the length of the whole incident electric vector. Your two attempts use legitimate fields, but each answers another question.

The whole vector matters because of how the resist absorbs. In an isotropic, linear, weakly absorbing material, the time-averaged power absorbed per unit volume is

$$
p=\tfrac12\,\omega\varepsilon_0\,\mathrm{Im}(n^2)\,|\mathbf E|^2 ,
$$

with $\omega$ the angular frequency and $\mathbf E$ the complex field amplitude. All components of $\mathbf E$ count equally. The absorption is taken as weak enough to leave the refraction unchanged, so the index is real below.

**Setting up the waves**

Let $z$ point into the resist, let $x$ lie along the surface in the plane of incidence, and let $y$ be perpendicular to that plane. Medium 1 is water and medium 2 is resist. The interface is flat and sharp, both media are non-magnetic, and the resist is so thick that no wave returns from below.

The fields must match at every $x$ along the surface, so all waves share the same phase variation along $x$. This gives

$$
n_1\sin\theta_1=n_2\sin\theta_2=\mathrm{NA},
$$

with both angles measured from the normal. Write $s_j=\sin\theta_j$ and $c_j=\cos\theta_j$. Then

$$
s_1=\frac{1.35}{1.44}=0.9375,\qquad c_1=\sqrt{1-s_1^2}=0.3480,
$$

$$
s_2=\frac{1.35}{1.70}=0.7941,\qquad c_2=\sqrt{1-s_2^2}=0.6078 .
$$

The angles are $\theta_1=69.64^\circ$ and $\theta_2=52.57^\circ$. Both cosines are real, so a propagating wave exists on each side.

For a plane wave with unit propagation vector $\hat{\mathbf k}$, Faraday's law gives $\mathbf H=(n/Z_0)\,\hat{\mathbf k}\times\mathbf E$, where $Z_0$ is the vacuum impedance. There is no surface current, so the components of $\mathbf E$ and $\mathbf H$ along the surface are continuous. The incident electric amplitude is set to 1, the reflected one is $r$, and the transmitted one is $t$.

**TE: electric field along $y$**

The incident direction is $(s_1,0,c_1)$, and its cross product with $\hat{\mathbf y}$ has $x$ component $-c_1$. The reflected wave travels towards negative $z$, so its $x$ component has the opposite sign. Continuity of $E_y$ and of $H_x$ therefore reads

$$
1+r=t,\qquad n_1c_1(1-r)=n_2c_2\,t ,
$$

after cancelling a common factor $-1/Z_0$ in the second equation. Insert $r=t-1$:

$$
n_1c_1(2-t)=n_2c_2\,t
\quad\Longrightarrow\quad
t_{\rm TE}=\frac{2n_1c_1}{n_1c_1+n_2c_2}.
$$

**TM: electric field in the plane of incidence**

Choose the electric directions so that $H_y$ is positive for a positive amplitude in all three waves:

- incident: $(c_1,0,-s_1)$
- reflected: $(-c_1,0,-s_1)$
- transmitted: $(c_2,0,-s_2)$

Each is a unit vector perpendicular to its own direction of travel. For the incident wave, the $y$ component of $\hat{\mathbf k}\times\mathbf E$ is $c_1c_1-s_1(-s_1)=1$. The same calculation gives 1 for the other two, so each wave has $H_y=n/Z_0$ times its electric amplitude. Continuity of $H_y$ and of $E_x$ gives

$$
n_1(1+r)=n_2t,\qquad c_1(1-r)=c_2t .
$$

Divide the first equation by $n_1$, the second by $c_1$, and add them. The reflected amplitude drops out:

$$
2=t\left(\frac{n_2}{n_1}+\frac{c_2}{c_1}\right)
\quad\Longrightarrow\quad
t_{\rm TM}=\frac{2n_1c_1}{n_2c_1+n_1c_2}.
$$

The normal component offers a check. It must obey continuity of $n^2E_z$, which here says $n_1^2s_1(1+r)=n_2^2s_2t$. Since $n_1s_1=n_2s_2$, this reduces to the $H_y$ condition, so it adds no new constraint.

**The ratio**

The numerators are equal, so

$$
\frac{t_{\rm TM}}{t_{\rm TE}}
=\frac{n_1c_1+n_2c_2}{n_2c_1+n_1c_2}.
$$

For the numbers of the exercise, the four products are

$$
n_1c_1=0.5011,\quad n_2c_2=1.0332,\quad
n_2c_1=0.5916,\quad n_1c_2=0.8752 .
$$

Hence

$$
t_{\rm TE}=\frac{1.0022}{1.5343}=0.6532,\qquad
t_{\rm TM}=\frac{1.0022}{1.4668}=0.6833,
$$

and

$$
\left(\frac{t_{\rm TM}}{t_{\rm TE}}\right)^2=(1.0460)^2\approx1.094 ,
$$

which is the 1.09 you were asked for.

The ratio also has a compact form. For oblique incidence, replace $n_1$ by $\mathrm{NA}/s_1$ and $n_2$ by $\mathrm{NA}/s_2$, then multiply numerator and denominator by $s_1s_2/\mathrm{NA}$:

$$
\frac{t_{\rm TM}}{t_{\rm TE}}
=\frac{s_2c_1+s_1c_2}{s_1c_1+s_2c_2}.
$$

The numerator is $\sin(\theta_1+\theta_2)$. The denominator is

$$
\tfrac12(\sin2\theta_1+\sin2\theta_2)
=\sin(\theta_1+\theta_2)\cos(\theta_1-\theta_2).
$$

The common sine is not zero, because $\theta_1+\theta_2$ lies between 0 and $180^\circ$. Cancelling it leaves

$$
\boxed{\left(\frac{t_{\rm TM}}{t_{\rm TE}}\right)^2
=\frac{1}{\cos^2(\theta_1-\theta_2)}}
$$

Only the bending angle of the ray enters. Here it is $17.06^\circ$, its cosine is 0.9560, and $1/0.9560^2=1.094$ again.

**Where 1.53 and 3.34 come from**

The magnetic amplitude is proportional to $n$ times the electric amplitude. Its transmitted fraction in TM is therefore $(n_2/n_1)t_{\rm TM}$. Comparing this with the electric $t_{\rm TE}$ multiplies the squared ratio by an extra factor:

$$
1.094\left(\frac{1.70}{1.44}\right)^2\approx1.525 .
$$

If you use magnetic fractions for both polarizations, the factor $n_2/n_1$ cancels and 1.094 returns.

The surface component $E_x$ is $c_1$ times the incident TM amplitude, but $c_2$ times the transmitted one. Your second attempt therefore contains

$$
1.094\left(\frac{0.6078}{0.3480}\right)^2\approx3.34 .
$$

Most of this large number comes from the rotation of the TM electric vector: the rotation contributes a factor of about 3.05, and the comparison of lengths with TE only 1.094. In the water, $E_x$ carries a fraction $c_1^2\approx0.12$ of the squared incident field. In the resist it carries $c_2^2\approx0.37$, and the remaining 0.63 belongs to $E_z$, which also exposes the resist.

**The power ratio is the same**

A plane wave carries power $n|\mathbf E|^2/(2Z_0)$ per unit area across its direction of travel. The power through unit area of the surface has a further factor $\cos\theta$. The transmitted power fraction is then

$$
T=\frac{n_2c_2}{n_1c_1}\,t^2=2.062\,t^2
$$

for either polarization. The prefactor cancels in the comparison, so $T_{\rm TM}/T_{\rm TE}$ is also 1.094.

Energy conservation follows from the matching conditions. In each polarization, multiply the two conditions together. Both products give

$$
n_1c_1(1-r^2)=n_2c_2t^2 ,
$$

which is $R+T=1$ with $R=r^2$. The values are

- TE: $R=0.1203$ and $T=0.8797$
- TM: $R=0.0374$ and $T=0.9626$

So TM enters more strongly because less of it is reflected. The squared field in the resist is below one half of the incident value in both cases, although most of the power enters. The prefactor 2.062 reconciles the two statements: in the resist, the same squared field carries about twice the power through the surface.

**How the ratio depends on aperture**

At normal incidence the formula before the trigonometric step gives $(n_1+n_2)/(n_2+n_1)=1$. The two polarizations are then equivalent, as symmetry requires. For small angles, $\theta_j\approx\mathrm{NA}/n_j$, and to leading order

$$
\left(\frac{t_{\rm TM}}{t_{\rm TE}}\right)^2
\approx1+\mathrm{NA}^2\left(\frac1{n_1}-\frac1{n_2}\right)^2 .
$$

With the same two indices, the full formula gives:

| NA | squared ratio |
|---|---|
| 0.50 | 1.003 |
| 0.93 | 1.015 |
| 1.20 | 1.042 |
| 1.35 | 1.094 |

At NA 1.35 the small-angle estimate is 1.021, so it finds less than a quarter of the excess over one. The rise steepens because the ray in water approaches grazing incidence. To see this, differentiate $\theta_j=\arcsin(\mathrm{NA}/n_j)$:

$$
\frac{d(\theta_1-\theta_2)}{d\,\mathrm{NA}}
=\frac1{n_1c_1}-\frac1{n_2c_2}.
$$

This is positive for $n_2>n_1$, because $n_jc_j=\sqrt{n_j^2-\mathrm{NA}^2}$ is larger in the resist. The first term grows without limit as NA approaches $n_1$.

The ratio itself stays finite. At grazing incidence $\theta_1=90^\circ$, so $\cos(\theta_1-\theta_2)=s_2=n_1/n_2$, and the squared ratio tends to $(1.70/1.44)^2\approx1.39$. Both transmitted fields vanish there, since both contain the factor $c_1$; it is their ratio that has a limit.

The Brewster angle is not where the ratio peaks. TM reflection vanishes when $n_2c_1=n_1c_2$, which for unequal indices means $\theta_1+\theta_2=90^\circ$. Then $s_1^2+s_2^2=1$, or

$$
\mathrm{NA}=\frac{n_1n_2}{\sqrt{n_1^2+n_2^2}}\approx1.10 .
$$

From this aperture to grazing incidence, the transmitted power fraction falls from 1 to 0 for TM and from about 0.97 to 0 for TE. The absolute fall is thus slightly larger for TM. The ratio nevertheless keeps growing, because TE loses the larger proportion of what it still transmits.

**Better transmission is not better contrast**

Fine lines are printed by interference, so the directions of the electric vectors matter as well as their lengths. Take two beams in the resist at $+\theta_2$ and $-\theta_2$, with equal amplitude $A$ and with their surface components in phase at $x=0$. With this choice the two electric vectors become parallel as the angle goes to zero, for TM as for TE, so at small angles both polarizations form the same fringes. Let $q=2\pi\,\mathrm{NA}/\lambda$, where $\lambda$ is the vacuum wavelength.

In TE both fields point along $y$ and add directly:

$$
|\mathbf E|^2=4A^2\cos^2qx=2A^2(1+\cos2qx).
$$

In TM the beams have electric directions $(c_2,0,-s_2)$ and $(c_2,0,s_2)$. Apart from a common phase, their sum is

$$
E_x=2Ac_2\cos qx,\qquad E_z=-2iAs_2\sin qx .
$$

Therefore

$$
|\mathbf E|^2=4A^2(c_2^2\cos^2qx+s_2^2\sin^2qx)
=2A^2(1+\cos2\theta_2\cos2qx),
$$

where the last step uses $\cos^2qx=(1+\cos2qx)/2$, $\sin^2qx=(1-\cos2qx)/2$ and $c_2^2-s_2^2=\cos2\theta_2$.

The signed modulation is 1 for TE. For TM it is $\cos2\theta_2=1-2(0.7941)^2=-0.261$. The TM fringes are weak, and the minus sign puts their bright lines where TE has its dark ones. The sign belongs to the stated phase relation: reversing one TM beam, so that the normal components are in phase at $x=0$ instead, would shift the TM fringes by half a period and make the modulation $+0.261$. Its size would not change.

At $\lambda=193$ nm the fringe period is $\lambda/(2\,\mathrm{NA})=71.5$ nm, so a line and a space are each 35.7 nm wide if they are equal. For this two-beam pattern, TE is the better choice despite its lower transmission.

With the same phase relation, the transmission ratio even makes unpolarized light slightly worse. Suppose that TE and TM arrive with equal power and no mutual coherence, so that their exposures add. With $\rho=1.094$ as the relative weight of TM, the total modulation is

$$
\frac{1+\rho\cos2\theta_2}{1+\rho}
=\frac{1-0.286}{2.094}\approx0.34 .
$$

With equal transmission, $\rho=1$, it would be 0.37. The bare interface favours the component that opposes the desired fringes.

**How far this describes a real wafer**

The exercise resembles water-immersion lithography with an argon fluoride laser near 193 nm. The indices are rough typical values, and the ratio is sensitive to them: a resist index of 1.68 gives 1.084, and 1.72 gives 1.105. Water at 193 nm is nearer 1.437 than 1.44, and that index gives 1.098. Two other corrections at the interface are smaller. An extinction coefficient of 0.03 in the resist gives 1.095, and blurring the interface over 2 nm leaves 1.094.

Of the assumptions tested here, the one that can matter most is the absence of other interfaces. A real resist is a thin film, and some light returns from below. I calculated the depth-averaged $|\mathbf E|^2$ for one incident beam in a 100 nm resist film with extinction coefficient 0.03. Below it were 80 nm of an antireflection layer with index 1.75 and extinction coefficient 0.35, then silicon with 0.88 and 2.78. These are again rough typical values. The averages, relative to the squared incident field, are 0.369 for TE and 0.392 for TM, a ratio of 1.06. Changing only the resist thickness between 80 and 120 nm moves that ratio between 0.91 and 1.14, so even the sign of the TM advantage can change. This large swing belongs to the chosen antireflection layer, which is not tuned for NA 1.35: it returns about 7.5 % of the TE power but only 0.4 % of the TM power into the resist. A single layer tuned for this angle, reflecting about 1 % in each polarization, gives a ratio between 1.06 and 1.16 over the same thickness range. A tuned two-layer coating with negligible reflection gives 1.09 to 1.11, close to the bare-interface value.

A protective topcoat also matters. With an index of 1.55, a thickness between 30 and 90 nm, and again a very thick, lossless resist, the ratio lies between 1.00 and 1.05. The formula $1/\cos^2(\theta_1-\theta_2)$ does not carry over to these layered cases, because its derivation allows one reflected wave in the water and one transmitted wave in the resist, joined at a single surface. The value 1.09 is thus a property of the bare water–resist interface; the exposure of a particular film needs the whole stack. The numerical output below lists the values for the bare interface, the untuned stack and the topcoat.

## Numbers as computed

```
NA = 1.35, n water = 1.44, n resist = 1.70
wavelength (rough ArF value) = 193 nm
sin theta1 = 0.9375, cos theta1 = 0.3480
sin theta2 = 0.7941, cos theta2 = 0.6078
theta1 = 69.64 deg
theta2 = 52.57 deg
theta1 - theta2 = 17.06 deg
cos(theta1 - theta2) = 0.9560
n1 cos theta1 = 0.5011, n2 cos theta2 = 1.0332
n2 cos theta1 = 0.5916, n1 cos theta2 = 0.8752
t_TE = 0.6532, t_TM = 0.6833
t_TM / t_TE = 1.0460
squared TM/TE electric-field ratio = 1.0942
power factor n2 cos theta2/(n1 cos theta1) = 2.0619
TE power: R = 0.1203, T = 0.8797
TM power: R = 0.0374, T = 0.9626
if TM magnetic amplitude is used: 1.525
if TM tangential E is used: 3.338
squared ratio at NA 0.00 = 1.0000
squared ratio at NA 0.50 = 1.0032
squared ratio at NA 0.93 = 1.0154
squared ratio at NA 1.20 = 1.0417
squared ratio at NA 1.35 = 1.0942
two-beam period = 71.5 nm, half = 35.7 nm
two-beam modulation in resist, TE = 1.000
two-beam modulation in resist, TM = -0.261
Neglected effects (rough typical material values):
resist k = 0.03: ratio at surface = 1.0952
resist n = 1.68: ratio = 1.0840
resist n = 1.72: ratio = 1.1046
interface blurred over 2 nm: ratio = 1.0941
topcoat n = 1.55, 30 to 90 nm: ratio 0.998 to 1.051
antireflection layer: n = 1.75, k = 0.35, 80 nm
silicon: n = 0.88, k = 2.78
mean |E|^2 in 100 nm resist on this stack: TE 0.3692, TM 0.3924
TM/TE ratio of these means = 1.063
same, resist 80 to 120 nm: 0.909 to 1.138
```
